\section*{How the Starting Point Affects the G0W0 Ionization Energy of Water}

\section{Problem}

A $G_0W_0$ calculation takes orbitals and eigenvalues from a mean-field calculation and corrects the eigenvalues once. Its result therefore depends on the mean field chosen. How strong is this dependence for the first ionization energy of water?

The molecule has a bond length of 1.81 bohr and an angle of $104.5^\circ$. The basis is cc-pVDZ, with 24 orbitals, of which 5 are doubly occupied. Hartree atomic units are used, and the orbitals are real. Indices $i,j$ denote occupied orbitals, $a,b$ empty ones, $m$ any orbital, and $p$ the highest occupied one (HOMO); LUMO is the lowest empty one. Three starting points give the following data in hartree, except for the weight $Z$, which has no unit.

\begin{center}
\begin{tabular}{lccc}
 & PBE & PBE0 & Hartree--Fock\\
$\varepsilon_p$ & $-0.2249$ & $-0.3015$ & $-0.4931$\\
HOMO--LUMO gap & 0.2590 & 0.3719 & 0.6786\\
$Z$ & 0.867 & 0.910 & 0.951
\end{tabular}
\end{center}

The quasiparticle energy $E$ is minus the ionization energy, and it solves
\begin{equation}
E=\varepsilon_p+\langle p|\Sigma_x-v_{xc}|p\rangle+\Sigma_c(E).
\label{qp}
\end{equation}
Here $v_{xc}$ is the exchange-correlation potential of the starting calculation, including any fraction of exact exchange, and $\Sigma_x$ is the exact-exchange operator built from the starting orbitals. Off-diagonal elements of the self-energy are neglected. The correlation part is
\begin{equation}
\Sigma_c(E)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\nu\sum_m
G_m(E+\nu)\,W^c_m(\nu),
\label{sigdef}
\end{equation}
where
\begin{equation}
G_i(z)=\frac{1}{z-\varepsilon_i-i\eta},\qquad
G_a(z)=\frac{1}{z-\varepsilon_a+i\eta},\qquad \eta\to0^+ .
\end{equation}
$W^c_m$ is the screened minus the bare Coulomb interaction of the product $\phi_p\phi_m$ with itself, in the random-phase approximation (RPA). The weight is $Z=1/(1-\Sigma_c'(E))$, where the prime means the derivative with respect to energy.

(a) Estimate the spread of $E$ over the three starts from the table. (b) Solve equation (\ref{qp}) without linearizing it. (c) Compare the two, and find what causes the remaining spread. ``Spread'' means the largest value minus the smallest.

\section{First estimate by scaling}

The input eigenvalues differ by
\begin{equation}
-0.2249-(-0.4931)\simeq0.268\ \text{hartree}.
\end{equation}
To see how much of this reaches $E$, write the eigenvalue as the expectation value of the starting Hamiltonian,
\begin{equation}
\varepsilon_p=h_{pp}+J_{pp}+\langle p|v_{xc}|p\rangle ,
\end{equation}
where $h$ contains the kinetic energy and the nuclear attraction, and $J$ is the Coulomb potential of the electron density. Inserting this into equation (\ref{qp}) cancels $v_{xc}$:
\begin{equation}
E=F_p+\Sigma_c(E),\qquad
F_p=h_{pp}+\sum_i\left[2(pp|ii)-(pi|ip)\right].
\label{fock}
\end{equation}
The factor 2 counts the two spins in the density, whereas exchange acts between equal spins. $F_p$ is the expectation value of the Fock operator. It depends on the starting point through the orbitals alone. If these are similar, most of the input difference has already gone.

The eigenvalues still enter $\Sigma_c$. Consider the simplest change, a rigid shift $\varepsilon_m\to\varepsilon_m+c$ of all eigenvalues at fixed orbitals. Screening depends on differences $\varepsilon_a-\varepsilon_i$, which do not change, and $G_m$ contains the combination $E-\varepsilon_m$. Thus $\Sigma_c(E)$ becomes $\Sigma_c(E-c)$, and
\begin{equation}
E=F_p+\Sigma_c(E-c).
\end{equation}
Differentiate with respect to $c$, remembering that $E$ depends on $c$:
\begin{align}
\frac{dE}{dc}&=\Sigma_c'\left(\frac{dE}{dc}-1\right),\\
(1-\Sigma_c')\frac{dE}{dc}&=-\Sigma_c',\\
\frac{dE}{dc}&=\frac{-\Sigma_c'}{1-\Sigma_c'}
=1-\frac{1}{1-\Sigma_c'}=1-Z.
\label{damp}
\end{align}

A scaling argument shows when this is small. Suppose that the electron couples with strength $g$ to excitations whose poles lie a distance $d$ from $E$. Then $\Sigma_c$ has terms of size $g^2/d$, and $-\Sigma_c'$ is of size $g^2/d^2$, so
\begin{equation}
\frac{dE}{dc}\sim\frac{g^2/d^2}{1+g^2/d^2}.
\end{equation}
For $g\ll d$ the eigenvalue shift is strongly damped. For $g\gg d$, when a strongly coupled pole is close, $E$ follows the shift and the damping is lost. The data give the effective ratio $g^2/d^2=1/Z-1$, which is 0.05 for Hartree--Fock and 0.15 for PBE. In this basis water is in the damped regime.

Treating the whole input difference as a rigid shift, and using the slope $1-Z$ at either end, gives
\begin{align}
\text{Hartree--Fock slope:}\quad &0.049\times0.268\simeq0.013\ \text{hartree},\\
\text{PBE slope:}\quad &0.133\times0.268\simeq0.036\ \text{hartree}.
\end{align}
The estimate is a spread of roughly 0.01 to 0.04 hartree, with PBE giving the higher $E$ and hence the lower ionization energy. These two numbers are not bounds. The slope varies over so large a shift, and the real change is not rigid: from Hartree--Fock to PBE the HOMO rises, but the LUMO falls from $-0.4931+0.6786=0.1855$ to $-0.2249+0.2590=0.0341$ hartree.

\section{Exact solution of the stated equation}

``Exact'' here means that equation (\ref{qp}) is solved without further approximation in the given basis. The $G_0W_0$ and RPA approximations remain.

\subsection{Screened interaction}

Let $D$ be the diagonal matrix of the differences $\varepsilon_a-\varepsilon_i>0$, labelled by pairs $ia$, and let $K_{ia,jb}=(ia|jb)$. Without interaction between the pairs, the density response is
\begin{equation}
\chi_0(\omega)=2\left[\frac{1}{\omega-D}-\frac{1}{\omega+D}\right]
=\frac{4D}{\omega^2-D^2},
\end{equation}
where the first factor 2 is for spin. The RPA lets the induced density act back through the Coulomb interaction, $\chi=\chi_0+\chi_0K\chi$. Multiplying by $\chi_0^{-1}$ from the left and by $\chi^{-1}$ from the right gives
\begin{align}
\chi^{-1}&=\chi_0^{-1}-K=\frac{\omega^2-D^2}{4D}-K\\
&=\tfrac14D^{-1/2}\left[\omega^2-M\right]D^{-1/2},\\
M&=D^2+4D^{1/2}KD^{1/2}.
\end{align}
$M$ is symmetric. It is also positive, because $D^2$ is positive and the Coulomb energy of a charge distribution with itself cannot be negative. We may therefore write $Mu_s=\Omega_s^2u_s$ with $\Omega_s>0$ and orthonormal $u_s$. Inverting $\chi^{-1}$ yields
\begin{equation}
\chi(\omega)=4\sum_s\frac{D^{1/2}u_su_s^TD^{1/2}}{\omega^2-\Omega_s^2}.
\end{equation}

The product $\phi_p\phi_m$ interacts with the pair $ia$ through $(b_m)_{ia}=(pm|ia)$. Hence $W^c_m=b_m^T\chi b_m$. With
\begin{equation}
w_{ms}^2=\frac{2}{\Omega_s}\left(b_m^TD^{1/2}u_s\right)^2
\end{equation}
this becomes
\begin{equation}
W_m^c(\omega)=\sum_sw_{ms}^2\frac{2\Omega_s}{\omega^2-\Omega_s^2}
=\sum_sw_{ms}^2\left[\frac{1}{\omega-\Omega_s}-\frac{1}{\omega+\Omega_s}\right].
\end{equation}
In the time-ordered function the pole at $\Omega_s$ lies just below the real axis, and the pole at $-\Omega_s$ just above it.

\subsection{Frequency integral}

At large $|\nu|$ the integrand in equation (\ref{sigdef}) falls off as $|\nu|^{-3}$, so the contour can be closed in either half-plane.

For occupied $m=i$, the pole of $G_i(E+\nu)$ lies in the upper half-plane. Closing below encloses $\nu=\Omega_s-i\eta$, in the clockwise direction, which gives a factor $-2\pi i$:
\begin{equation}
\frac{i}{2\pi}(-2\pi i)\frac{w_{is}^2}{E+\Omega_s-\varepsilon_i}
=\frac{w_{is}^2}{E-\varepsilon_i+\Omega_s}.
\end{equation}
For empty $m=a$, the pole of $G_a$ lies below. Closing above encloses $\nu=-\Omega_s+i\eta$, where $W^c_a$ has residue $-w_{as}^2$:
\begin{equation}
\frac{i}{2\pi}(2\pi i)\frac{-w_{as}^2}{E-\Omega_s-\varepsilon_a}
=\frac{w_{as}^2}{E-\varepsilon_a-\Omega_s}.
\end{equation}
Together,
\begin{equation}
\Sigma_c(E)=\sum_{i,s}\frac{w_{is}^2}{E-\varepsilon_i+\Omega_s}
+\sum_{a,s}\frac{w_{as}^2}{E-\varepsilon_a-\Omega_s}.
\label{poles}
\end{equation}
The numerical check tests this sum in cc-pVDZ against an integral along the imaginary frequency axis, with residues added where needed and with $W$ obtained by matrix inversion.

\subsection{Choosing the root}

Define $f(E)=E-F_p-\Sigma_c(E)$. If $P_k$ are the distinct poles with nonzero coupling and $w_k^2$ the summed squared couplings at each, then
\begin{equation}
f'(E)=1+\sum_k\frac{w_k^2}{(E-P_k)^2}\geq1 .
\end{equation}
Take the interval between the highest coupled pole of the first sum in equation (\ref{poles}) and the lowest coupled pole of the second. Just above its lower end $\Sigma_c\to+\infty$ and $f\to-\infty$. Just below its upper end $\Sigma_c\to-\infty$ and $f\to+\infty$. Since $f$ rises throughout, there is one root in this interval.

Is it the main ionization peak? In the diagonal approximation the interacting Green's function is $1/f(E)$. Near a root $E_k$ it behaves as $Z_k/(E-E_k)$, with $Z_k=1/f'(E_k)>0$. With $N$ poles, $f$ has one root between each neighbouring pair and one on each outer side, $N+1$ in all. This is the degree of the polynomial obtained by clearing denominators, so no root is missing, and
\begin{equation}
\frac{1}{f(E)}=\sum_k\frac{Z_k}{E-E_k}.
\end{equation}
For large $E$ the left side tends to $1/E$ and the right side to $(\sum_kZ_k)/E$. Therefore $\sum_kZ_k=1$, and a root with $Z>1/2$ must be the strongest peak. All three roots here satisfy this. For PBE the next strongest peak has weight 0.03.

\subsection{Result}

The roots, in hartree, follow from $E=F_p+\Sigma_c(E)$:
\begin{align}
\text{PBE:}\quad &E=-0.4937+0.0832=-0.4105,\\
\text{PBE0:}\quad &E=-0.4913+0.0677=-0.4236,\\
\text{Hartree--Fock:}\quad &E=-0.4931+0.0463=-0.4468.
\end{align}
The ionization energies are 11.17, 11.53 and 12.16 eV. Their spread is
\begin{equation}
-0.4105-(-0.4468)=0.0363\ \text{hartree}=0.99\ \text{eV},
\end{equation}
against 0.2683 hartree, or 7.30 eV, for the input eigenvalues. The ratio is
\begin{equation}
\frac{0.0363}{0.2683}\simeq0.135 .
\end{equation}
About one seventh of the input spread remains. For a calculation meant to be accurate to a tenth of an electronvolt, that remainder still matters.

\section{Comparison of estimate and solution}

The estimate has the right sign and size. The calculated spread of 0.0363 hartree lies slightly above the value of 0.036 obtained with the PBE slope. That close agreement should not be read as confirmation of a rigid shift. Between Hartree--Fock and PBE0 alone, $E$ changes by 0.0232 hartree for an eigenvalue change of 0.1916 hartree. The ratio is 0.12, larger than the slope at either end, 0.05 and 0.09. The slope formula (\ref{damp}) itself is sound: solving again with slightly shifted eigenvalues gives 0.133, 0.090 and 0.049 for PBE, PBE0 and Hartree--Fock, in agreement with $1-Z$. What is approximate is its use for a large change that also alters the gap.

\subsection{What was removed}

The static part explains most of the reduction. The values of $F_p$ differ by about 0.002 hartree, although the eigenvalues differ by 0.268. The reason is visible in equation (\ref{fock}): $v_{xc}$ has cancelled, and the orbitals are nearly the same. The overlap of the PBE and Hartree--Fock HOMOs is 0.99999. Because the sum in $F_p$ runs over all occupied orbitals, the whole occupied space matters as well; it too nearly coincides, the smallest singular value of the overlap matrix between the two sets of five occupied orbitals being 0.9997. For a system whose orbitals change strongly with the functional, $F_p$ could change too, and this part of the argument would then weaken.

\subsection{What remains}

The spread of $\Sigma_c$, 0.037 hartree, accounts for nearly all of the final spread. Is it caused by the orbitals or by the eigenvalues? A mixed calculation separates them. It keeps the PBE orbitals but replaces the PBE eigenvalues, in both $G$ and $W$, by the Fock expectation values of the same orbitals. This opens the gap from 0.259 to 0.690 hartree, close to the Hartree--Fock value of 0.679. The result is
\begin{equation}
E_{\rm mixed}=-0.4937+0.0484=-0.4453\ \text{hartree}.
\end{equation}
The path from Hartree--Fock to PBE then has two steps:
\begin{align}
E_{\rm mixed}-E_{\rm HF}&=0.0015\ \text{hartree}\quad\text{(orbitals)},\\
E_{\rm PBE}-E_{\rm mixed}&=0.0348\ \text{hartree}\quad\text{(eigenvalues)}.
\end{align}
They add up to 0.0363 hartree. Along this path, about 96\% of the remaining dependence comes from the eigenvalues. The share depends on the path and on the basis. Keeping the Hartree--Fock orbitals and inserting the PBE eigenvalues assigns about 92\% to the eigenvalues. In cc-pVTZ the path used above assigns about 109\%, which means that the small orbital step there has the opposite sign. The eigenvalues dominate in each case, but the size and sign of the orbital step are not general.

Equation (\ref{poles}) shows how the eigenvalues act. At the root, the terms of the first sum are positive and those of the second are negative. From Hartree--Fock to PBE the nearest coupled pole below $E$ moves from a distance of 0.82 to 0.17 hartree, and the nearest one above from 1.33 to 0.73 hartree. These particular poles contribute little, since their squared couplings are below $10^{-3}$ hartree$^2$. But the nearest poles with squared couplings above that value also move closer, from 1.06 to 0.45 hartree below $E$ and from 3.42 to 2.47 hartree above. At fixed couplings, closer poles enlarge both sums in magnitude, so the two changes oppose each other. The couplings change as well. This argument therefore does not fix the sign of the net effect; the calculation shows that $\Sigma_c$ grows from 0.046 to 0.083 hartree.

\subsection{A larger basis}

Adding diffuse functions tests whether the conclusion belongs to the small basis. In aug-cc-pVDZ, with 41 orbitals, the values in eV are as follows.

\begin{center}
\begin{tabular}{lccc}
 & PBE & PBE0 & Hartree--Fock\\
$-\varepsilon_p$ & 7.23 & 9.07 & 13.86\\
Ionization energy & 11.24 & 11.75 & 12.49
\end{tabular}
\end{center}

The input spread falls to 6.63 eV, but the $G_0W_0$ spread rises to 1.24 eV, and the ratio becomes 0.19. The strong reduction survives, while its size depends on the basis. In this basis the program tests that each root has $Z>1/2$, so each is still the strongest peak. The weights are not all as close to one as in cc-pVDZ, however: they are 0.79, 0.86 and 0.93 for PBE, PBE0 and Hartree--Fock. For PBE this means $1-Z=0.21$ and $g^2/d^2=0.27$, so the damping of a rigid shift is weaker than in the small basis. The program does not repeat the imaginary-frequency check, the search over all peaks or the mixed calculation in this basis, so the cause of the larger spread is left open.

The ionization energies are not converged with respect to the basis: the Hartree--Fock start alone moves by 0.33 eV between the two. In cc-pVTZ the values are 11.89, 12.22 and 12.80 eV for PBE, PBE0 and Hartree--Fock, which is 0.6 to 0.7 eV above cc-pVDZ; the spread there is 0.91 eV and the ratio 0.13. Nor does the spread measure the error of $G_0W_0$. All three calculations share the RPA screening, the diagonal self-energy and the neglect of further terms beyond $GW$, and an error common to them would not appear in their differences.

\section*{Values computed for the example and the checks}
\begin{verbatim}
O-H bond length 1.81 bohr, H-O-H angle 104.5 degrees
cc-pVDZ: 24 orbitals, 5 occupied, 95 transitions
start                                                PBE      PBE0        HF
HOMO eigenvalue (hartree)                        -0.2249   -0.3015   -0.4931
HOMO-LUMO gap (hartree)                           0.2590    0.3719    0.6786
lowest RPA excitation (hartree)                   0.2812    0.3934    0.6973
Fock expectation value (hartree)                 -0.4937   -0.4913   -0.4931
Sigma_c at the root (hartree)                     0.0832    0.0677    0.0463
quasiparticle energy E (hartree)                 -0.4105   -0.4236   -0.4468
nearest active pole below E (hartree)            -0.5850   -0.7727   -1.2638
nearest active pole above E (hartree)             0.3153    0.4638    0.8827
weight Z (no unit)                                0.8674    0.9100    0.9506
next strongest peak weight (no unit)              0.0293    0.0183    0.0086
dE/dc from shifted eigenvalues (no unit)          0.1326    0.0900    0.0494
HOMO overlap with HF HOMO (no unit)              0.99999   0.99999   1.00000
minus HOMO eigenvalue (eV)                          6.12      8.20     13.42
G0W0 ionization energy (eV)                        11.17     11.53     12.16
spread of input eigenvalues: 0.2683 hartree = 7.30 eV
spread of G0W0 ionization energies: 0.0363 hartree = 0.99 eV
ratio G0W0 spread / input spread: 0.135
spread of Fock expectation values: 0.0023 hartree
spread of Sigma_c: 0.0368 hartree
mixed run: PBE orbitals, Fock expectation values as energies
  mixed HOMO-LUMO gap: 0.6896 hartree
  mixed Sigma_c: 0.0484 hartree
  mixed E: -0.4453 hartree
  orbital effect, E(mixed) - E(HF): 0.0015 hartree
  eigenvalue effect, E(PBE) - E(mixed): 0.0348 hartree
largest pole-sum/contour difference: 4.0e-15 hartree
aug-cc-pVDZ: 41 orbitals
aug: minus HOMO eigenvalue (eV)                     7.23      9.07     13.86
aug: G0W0 ionization energy (eV)                   11.24     11.75     12.49
aug: input spread 6.63 eV, G0W0 spread 1.24 eV
aug: ratio of spreads 0.188
\end{verbatim}
